# Referee comment: local potentials for core-valence exchange in GW

**The argument under review**

The manuscript computes GW corrections in a linearized augmented-plane-wave (LAPW) basis, with valence states alone in the self-energy. It reasons as follows. The core is inert, and its exchange with the valence electrons is already in the Kohn-Sham potential. One may therefore subtract from the full exchange-correlation potential the part belonging to the valence density, and let the remainder stand for core-valence exchange. Any error, it says, shifts all valence levels together and leaves gaps unchanged.

An inert core means that its orbitals may be kept fixed. It does not follow that a fixed core acts on a valence electron through a local potential. I examine the exchange part of the claim first in general, then in a free silver atom.

**What the replacement leaves out**

I use Hartree atomic units and a spin-restricted Kohn-Sham reference. Let $n=n_c+n_v$ be the core and valence densities, and $v_x[n]=-(3n/\pi)^{1/3}$ the LDA exchange potential. The local core-valence potential is

$$w_x=v_x[n]-v_x[n_v].$$

The exchange operator is a sum over occupied orbitals, so $\Sigma_x=\Sigma_x^{\rm core}+\Sigma_x^{\rm val}$. In a GW correction the exchange part enters as $\Sigma_x-v_x[n]$. Inserting $v_x[n]=v_x[n_v]+w_x$ gives

$$\Sigma_x-v_x[n]=\left(\Sigma_x^{\rm val}-v_x[n_v]\right)+\left(\Sigma_x^{\rm core}-w_x\right).$$

The manuscript keeps the first bracket and drops the second. For a valence orbital $v$ the dropped term is

$$\Delta_v=\langle v|\Sigma_x^{\rm core}|v\rangle-\langle v|w_x|v\rangle .$$

In the usual linearized quasiparticle equation, with the correlation self-energy $\Sigma_c$ and the orbitals held fixed, the level with true core exchange minus the level with the replacement is $Z_v\Delta_v$, where $Z_v$ is the quasiparticle weight. The error in a spacing between levels $p$ and $s$ is thus $Z_p\Delta_p-Z_s\Delta_s$. It vanishes for equal $\Delta$ and equal $Z$, but nothing so far makes the $\Delta$ equal.

**The local difference is not a property of the core**

The Fock term $\Sigma_x^{\rm core}$ contains core orbitals alone. The potential $w_x$ also depends on the valence density, because the cube root is not additive. For positive $a$ and $b$,

$$(a^{1/3}+b^{1/3})^3=a+b+3a^{1/3}b^{1/3}(a^{1/3}+b^{1/3})>a+b .$$

Taking cube roots with $a=n_c$, $b=n_v$ gives $|v_x[n]|<|v_x[n_c]|+|v_x[n_v]|$, hence $|w_x|<|v_x[n_c]|$ wherever both densities are nonzero.

Two limits show the size of the effect. Where $s=n_v/n_c$ is small, $v_x[n]\simeq v_x[n_c](1+s/3)$ and $v_x[n_v]=v_x[n_c]s^{1/3}$, so to leading order

$$w_x\simeq v_x[n_c]\left(1-s^{1/3}\right).$$

A valence density of one percent of the core density already weakens $w_x$ by about a fifth. Where instead $n_c\ll n_v$, expanding $(n_v+n_c)^{1/3}$ gives $w_x\simeq v_x[n_v]\,n_c/(3n_v)$.

**A uniform-gas counterexample**

One might hope that the replacement becomes right where LDA is at its best. Take a uniform gas with Fermi wave number $k_F$, and call the states with $k'<k_c$ the "core". This is a caricature of a core, but it can be worked out by hand. For $k_c\ll k$, the Coulomb factor $4\pi/|\mathbf k-\mathbf k'|^2$ is nearly $4\pi/k^2$, and the exchange of state $k$ with core electrons of equal spin is

$$\Sigma_x^{\rm core}(k)\simeq-\frac{4\pi}{k^2}\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_c^3}{3}=-\frac{2k_c^3}{3\pi k^2}.$$

With $n=k_F^3/(3\pi^2)$ and $n_v=(k_F^3-k_c^3)/(3\pi^2)$, the local difference is

$$w_x=-\frac1\pi\left[k_F-(k_F^3-k_c^3)^{1/3}\right]\simeq-\frac{k_c^3}{3\pi k_F^2}.$$

The ratio is $\Sigma_x^{\rm core}/w_x\simeq2k_F^2/k^2$. It is 2 at the Fermi level and larger below it. At the Fermi level the exchange term of the whole gas, $\Sigma_x(k_F)=-k_F/\pi$, equals $v_x[n]$, so the factor 2 found there comes from the split alone: $v_x[n_v]$ treats the valence electrons as a filled Fermi sphere of their own, whereas they occupy a shell outside the core sphere. A good potential for the total density need not split correctly into core and valence parts.

**Core exchange in an atom**

For an atom, write orbitals as $\phi=u(r)Y_{lm}(\hat r)/r$. Exchange acts between equal spins, so each spatial core orbital enters once:

$$\langle v|\Sigma_x^{\rm core}|v\rangle=-\sum_{c,m_c}\iint\frac{\phi_v^*(\mathbf r)\phi_{cm_c}(\mathbf r)\phi_{cm_c}^*(\mathbf r')\phi_v(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Here $c$ labels closed shells. Let $\gamma$ be the angle between $\mathbf r$ and $\mathbf r'$. The addition theorem gives

$$\sum_{m_c}Y_{l_cm_c}(\hat r)Y^*_{l_cm_c}(\hat r')=\frac{2l_c+1}{4\pi}P_{l_c}(\cos\gamma).$$

A closed shell is rotationally invariant, so the matrix element does not depend on $m_v$ and may be averaged over it. The two valence harmonics then become $P_{l_v}(\cos\gamma)/(4\pi)$. With

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

the integrand depends on the directions through $\mu=\cos\gamma$ alone, and the two solid-angle integrals reduce to $4\pi\cdot2\pi\int_{-1}^{1}d\mu$. The prefactors combine to $8\pi^2/(16\pi^2)=1/2$. The volume factors $r^2r'^2$ cancel the $1/r$ factors of the four orbitals. The result is

$$\langle v|\Sigma_x^{\rm core}|v\rangle=-\sum_c(2l_c+1)\sum_kA_k\,R^k_{cv},\qquad A_k=\frac12\int_{-1}^{1}P_{l_c}P_kP_{l_v}\,d\mu,$$

$$R^k_{cv}=\int_0^\infty\!\!\int_0^\infty u_c(r)u_v(r)\frac{r_<^k}{r_>^{k+1}}u_c(r')u_v(r')\,dr\,dr'.$$

The number $A_k$ is the squared 3j symbol with zero magnetic quantum numbers. It vanishes unless $k$ runs from $|l_c-l_v|$ to $l_c+l_v$ in steps of two. This formula was tested against three-dimensional Gaussian integrals for all pairs of s, p and d shells.

The weights show how $l_v$ enters. For a d core shell and an s valence level, $k=2$ and $5A_2=5\cdot\frac15=1$, so the shell contributes $-R^2$. For a p valence level, use $P_1P_2=(2P_1+3P_3)/5$ and $\frac12\int P_k^2d\mu=1/(2k+1)$. Then $5A_1=5\cdot\frac25\cdot\frac13=\frac23$ and $5A_3=5\cdot\frac35\cdot\frac17=\frac37$, and the contribution is $-\frac23R^1-\frac37R^3$. The local value $\int u_v^2w_x\,dr$ has no such dependence on $l_v$ at a given radial density.

Both quantities vanish if core and valence orbitals do not overlap: the product $u_cu_v$ is then zero, and $w_x$ is zero wherever $u_v$ is not. The replacement is safe in that limit, which has to be established for the levels in question.

**Silver: the same core error is not a common shift**

I take a free silver atom in the configuration $4d^{10}5s^1$, nonrelativistic, with Slater exchange and Perdew-Wang correlation. The occupied 5s level lies at $-0.1575$ Ha and the empty 5p level at $-0.0322$ Ha. Their mean radii are 3.27 and 5.09 bohr. Two partitions are of interest: a large core that includes 4d, and a small core that leaves 4d in the valence. The large core is an extreme case: the 4d level lies at $-0.30$ Ha and is far from inert.

For the large core, in Ha,

$$\Delta_{5s}=-0.1006+0.1341=0.0335,$$
$$\Delta_{5p}=-0.0355+0.0471=0.0116.$$

The local potential binds both levels too strongly, but by different amounts. From the unrounded values,

$$\Delta_{5p}-\Delta_{5s}=-0.0219\ \text{Ha}=-0.60\ \text{eV}.$$

Before the weights $Z_v$ are applied, true core exchange therefore makes the 5s-5p spacing 0.60 eV smaller than the replacement does.

For the small core, again in Ha,

$$\Delta_{5s}=-0.0499+0.0355=-0.0144,$$
$$\Delta_{5p}=-0.0162+0.0118=-0.0044.$$

Now the local potential binds too weakly, and the spacing error is $+0.0100$ Ha, or $+0.27$ eV. Both its size and its sign depend on where the core is cut. With 4s and 4p also moved to the valence, the spacing error falls to about $+0.06$ eV and $\Delta_{4d}$ to about $-0.021$ Ha.

The sign change can be traced. Moving 4d into the core adds $-0.0507$ Ha to the 5s Fock term, but it changes the local value by $-0.1341+0.0355=-0.0986$ Ha. Hence $\Delta_{5s}$ rises by $0.0986-0.0507=0.0479$ Ha, from $-0.0144$ to $0.0335$ Ha. For 5p the Fock term changes by $-0.0194$ Ha and the local one by $-0.0353$ Ha, a rise of about 0.0160 Ha. A calculation that keeps the full $\Sigma_x-v_x[n]$ has no such dependence, since Fock terms merely move from one sum to the other.

The 4d level itself, in the small-core partition, has $\Delta_{4d}=-0.4822+0.3011=-0.1811$ Ha. Relative to 5s this is $-0.1667$ Ha, about $-4.5$ eV before the weights. A d level that shares its region of space with the 4s and 4p core shells is a poor candidate for the replacement.

**Would a rescaled potential do?**

The authors might reply that $w_x$ has the right shape and the wrong strength. For the large core the numbers give this reply some support: the ratio of Fock to local value is 0.750 for 5s and 0.754 for 5p. One factor near 0.75 would remove nearly all of the error for this pair. For the small core, however, the ratios are 1.41 and 1.37, and for 4d the ratio is 1.60. The factor must change with the partition, and one fitted to 5s in the small core leaves about $-0.06$ Ha of error in 4d, since $1.405\times0.3011=0.423$ against 0.482.

The nearly equal s and p ratios carry a useful warning: a state-dependent $\Delta_v$ does not by itself prove that the missing operator is nonlocal. A local potential of the wrong strength also gives unequal errors.

Nonlocality needs a separate test. Take one radial function, orthogonal to every radial function of the large core, and attach to it $l=0$, 1 and 2 in turn. The local value is $-0.219$ Ha in each case, because the radial density is the same. The Fock values are $-0.082$, $-0.052$ and $-0.037$ Ha. For any spherical local potential common to all $l$, the error must therefore be at least

$$\tfrac12(0.0823-0.0368)\simeq0.023\ \text{Ha}$$

in magnitude for either the $l=0$ or the $l=2$ function, since one number cannot be closer than half their separation to both.

The function was made from 5p by removing its components along the core radial functions and normalizing the rest. It retains 41 percent of the original squared norm, and its large local value shows that it is no longer a realistic 5p orbital. The projection is sensitive to small changes in the core radial functions, so the values above belong to this particular numerical function; the bound requires only that the same function be used for every $l$. The function is a probe of the operator, and its values should not be read as level corrections. Nor does it exclude a potential that depends on $l$, or a local one fitted to a few chosen levels. Such a potential would have to be constructed and justified; $w_x$ is not it.

**Does orbital relaxation remove the error?**

Define $H(\lambda)=H_{\rm KS}+\lambda(\Sigma_x^{\rm core}-w_x)$ with normalized eigenstates. Differentiating $\varepsilon_v=\langle v|H|v\rangle$ gives

$$\frac{d\varepsilon_v}{d\lambda}=\left\langle v\left|\frac{dH}{d\lambda}\right|v\right\rangle+\varepsilon_v\frac{d}{d\lambda}\langle v|v\rangle .$$

The last term is zero by normalization, so the slope at $\lambda=0$ is $\Delta_v$. Diagonalization at small positive and negative $\lambda$ confirms this for 5s and 5p in both partitions.

At $\lambda=1$ the orbitals respond to the new operator, while the core orbitals that define $\Sigma_x^{\rm core}$ and the rest of the potential stay fixed. For the large core the shifts become 0.0305 Ha for 5s and 0.0099 Ha for 5p. Their difference is $-0.0206$ Ha, or $-0.56$ eV, against $-0.60$ eV at first order. For the small core it is $+0.0101$ Ha, against $+0.0100$ Ha. Relaxation of this kind does not rescue the argument.

**Correlation must be counted separately**

If the replacement uses the full $w_{xc}=v_{xc}[n]-v_{xc}[n_v]$, comparison with Fock exchange alone gives a spacing difference of $-0.74$ eV for the large core and $+0.26$ eV for the small one. These are not complete GW errors. The potential $w_{xc}$ also contains local core-valence correlation, whose counterpart is the part of $\Sigma_c$ lost when the core is left out, including core polarization. That part is not included in the numerical output below.

For the large core, a full cancellation in the spacing at equal $Z_v$ would require this missing correlation to be 0.0272 Ha higher for 5p than for 5s. A second-order estimate of the core self-energy, on nonrelativistic Hartree-Fock orbitals of Ag$^+$, gives about $-0.043$ Ha for 5s and $-0.016$ Ha for 5p, a difference of about 0.027 Ha. For the large core the cancellation is therefore nearly complete, and it comes mainly from the polarization of the 4d shell. For the small core the same estimate gives about $+0.003$ Ha where $-0.0095$ Ha would be needed, so there the error grows. If the authors rely on such a cancellation, they must compute it for their partition; the inertness of the core does not supply it.

**Consequences for the LAPW calculation**

The exchange error is removed by including the core orbitals in the exchange sum, even if they are frozen. Omitting them from the polarization is safe only for shells of small polarizability. For the small core, by the estimate above, this leaves about 0.1 eV in the 5s-5p spacing, against about 0.35 eV for $w_{xc}$. For the large core it leaves about 0.7 eV, more than the replacement does, so 4d must enter the correlation self-energy as well. It is not enough to add the outermost shells. In the large-core partition, 4d supplies about half of the 5s core exchange, but the shells below 4s still give $-0.0220$ Ha. For 5p those deeper shells give $-0.0072$ Ha, so omitting them without any substitute would change the spacing by about 0.40 eV before the weights $Z_v$.

If the exchange is evaluated through a mixed product basis, that basis must represent the core-valence products $u_cu_v$ inside the atomic spheres, with the angular momenta allowed by $A_k$. The d-core, s-valence term has $k=2$ as its sole multipole. An angular cutoff at 1 would therefore lose the whole 4d contribution to 5s, $-0.0507$ Ha. Direct radial integration of $R^k_{cv}$ avoids this particular basis error.

The same objection applies to a global hybrid that mixes a fraction $\alpha$ of Fock exchange. At fixed orbitals, replacing its core part by $w_x$ leaves an error $\alpha\Delta_v$. With $\alpha=1/4$ and LDA exchange in $w_x$, the large-core spacing error is about $-0.15$ eV. The value depends on the functional: with PBE exchange in $w_x$ and the same orbitals it is about $-0.05$ eV. A screened hybrid has a different kernel and needs its own integrals.

The silver values are for a free atom without relativity or spin polarization, and they do not predict the band energies of the metal. Scalar relativity moves the two spacing errors from $-0.60$ and $+0.27$ eV to about $-0.63$ and $+0.29$ eV. They do show, in a definite case, that the error in core-valence exchange is not a common shift. I ask the authors to report $\Delta_v$ for the band-edge states of their own system, with the core partition stated. The numerical output below gives the atomic values in full.

## Values computed for the example and the checks

```
Ag atom, 4d10 5s1, nonrelativistic spin-restricted LDA
Z = 47, box radius = 60 bohr, grid points = 237
total energy = -5195.0117 Ha
virial defect / kinetic energy = -2.4e-10
largest error against 3D Gaussian integrals = 6.9e-14 Ha
5s: energy = -0.15745 Ha, <r> = 3.272 bohr
5p: energy = -0.03218 Ha, <r> = 5.089 bohr
4d: energy = -0.29858 Ha, <r> = 1.404 bohr
-- large core (4d in core); energies in Ha
5s: Fock -0.10058, v_x[n]-v_x[n_val] -0.13406, v_x[n_core] -0.23849
    Delta 0.03348, ratio Fock/local 0.750, Delta with v_xc 0.04233
5p: Fock -0.03554, v_x[n]-v_x[n_val] -0.04712, v_x[n_core] -0.10451
    Delta 0.01157, ratio Fock/local 0.754, Delta with v_xc 0.01512
Delta(5p)-Delta(5s) = -0.02191 Ha = -0.596 eV
same with v_xc = -0.02722 Ha = -0.741 eV
grid error of Delta = 1.2e-06 Ha
5s: eigenvalue slope 0.03348 Ha, relaxed full shift 0.03048 Ha
5p: eigenvalue slope 0.01157 Ha, relaxed full shift 0.00990 Ha
-- small core (4d in valence); energies in Ha
5s: Fock -0.04988, v_x[n]-v_x[n_val] -0.03550, v_x[n_core] -0.12498
    Delta -0.01439, ratio Fock/local 1.405, Delta with v_xc -0.01359
5p: Fock -0.01619, v_x[n]-v_x[n_val] -0.01179, v_x[n_core] -0.04272
    Delta -0.00440, ratio Fock/local 1.373, Delta with v_xc -0.00415
4d: Fock -0.48222, v_x[n]-v_x[n_val] -0.30114, v_x[n_core] -0.78372
    Delta -0.18108, ratio Fock/local 1.601, Delta with v_xc -0.17496
Delta(5p)-Delta(5s) = 0.00999 Ha = 0.272 eV
same with v_xc = 0.00945 Ha = 0.257 eV
grid error of Delta = 1.8e-07 Ha
5s: eigenvalue slope -0.01439 Ha, relaxed full shift -0.01380 Ha
5p: eigenvalue slope -0.00440 Ha, relaxed full shift -0.00372 Ha
-- Fock exchange by core shell, large core, Ha
5s: 4s -0.01117, 4p -0.01668, 4d -0.05070, deeper -0.02203
5p: 4s -0.00202, 4p -0.00696, 4d -0.01936, deeper -0.00720
-- one radial function (5p with core parts removed), large core
norm kept = 0.4111; local value for every l = -0.21929 Ha
Fock value for l = 0, 1, 2: -0.08230, -0.05185, -0.03680 Ha
```
